# QED-CIS-1 for LiH in a lossy cavity: polariton energies and lifetimes: a numerical check

```python
"""QED-CIS-1 for LiH in a lossy cavity (Hartree atomic units).

Result under test: in the space {reference, singlet singles} x {0, 1 photon}
  H = H_e + (w - i gamma/2) b^+b - sqrt(w/2) Dd (b + b^+) + Dd^2/2,
with Dd = d - <d>, d = lambda * (dipole along the bond), has the closed-form
blocks coded below; its eigenvalues E give energies Re E and decay rates
-2 Im E.  Blocks that do not conserve (electronic excitations + photons),
and the self-energy Dd^2/2, can be switched off separately.
"""
import numpy as np
from types import SimpleNamespace
from scipy.constants import physical_constants
from scipy.linalg import expm
from pyscf import gto, scf, ao2mo
from pyscf.fci import direct_spin1

EV = physical_constants["Hartree energy in eV"][0]
FS = physical_constants["atomic unit of time"][0] * 1e15
bond, lam, gamma = 3.0, 0.02, 0.002
mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, bond)]],
            basis="6-31g", unit="Bohr", verbose=0)
norb, nocc = mol.nao, mol.nelectron // 2
nvir = norb - nocc
nsingle = nocc * nvir
ne = nsingle + 1
dip_ao = -lam * mol.intor("int1e_r")[2]
quad_ao = lam**2 * mol.intor("int1e_rr").reshape(3, 3, norb, norb)[2, 2]
core_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")


def make_reference(self_energy):
    """Mean field and electronic blocks, with or without the self-energy."""
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 200
    if self_energy:
        dressed_core = core_ao + 0.5 * quad_ao

        def dressed_veff(mol_=None, dm=None, *args, **kwargs):
            dens = np.asarray(mf.make_rdm1() if dm is None else dm)
            coul, exch = mf.get_jk(mol, dens)
            return coul - 0.5 * exch - 0.5 * dip_ao @ dens @ dip_ao

        mf.get_hcore = lambda *args: dressed_core
        mf.get_veff = dressed_veff
    mf.kernel()
    assert mf.converged
    C = mf.mo_coeff
    dens = mf.make_rdm1()
    fock = C.T @ (mf.get_hcore() + np.asarray(mf.get_veff(mol, dens))) @ C
    d, q = C.T @ dip_ao @ C, C.T @ quad_ao @ C
    eri = ao2mo.restore(1, ao2mo.kernel(mol, C), norb)
    s = 1.0 if self_energy else 0.0
    g = eri + s * np.einsum("pq,rs->pqrs", d, d)
    o, v = slice(0, nocc), slice(nocc, norb)
    io, iv = np.eye(nocc), np.eye(nvir)
    singles = (np.einsum("ab,ij->iajb", fock[v, v], io)
               - np.einsum("ij,ab->iajb", fock[o, o], iv)
               + 2 * g[o, v, o, v] - g[o, o, v, v].transpose(0, 2, 1, 3))
    energy = np.zeros((ne, ne))
    energy[1:, 1:] = singles.reshape(nsingle, nsingle)
    dipole = np.zeros((ne, ne))
    dipole[0, 1:] = dipole[1:, 0] = np.sqrt(2) * d[o, v].ravel()
    inner = (np.einsum("ab,ij->iajb", d[v, v], io)
             - np.einsum("ij,ab->iajb", d[o, o], iv))
    dipole[1:, 1:] = inner.reshape(nsingle, nsingle)
    return SimpleNamespace(mf=mf, C=C, d=d, q=q, eri=eri, s=s, dens=dens,
                           energy=energy, dipole=dipole,
                           mean=2 * np.trace(d[o, o]))


def determinant_blocks(ref):
    """Same blocks from operators acting on explicit determinants."""
    nelec = (nocc, nocc)

    def one(f, c):
        return direct_spin1.contract_1e(np.ascontiguousarray(f), c, norb, nelec)

    def fluctuation(c):
        return one(ref.d, c) - ref.mean * c

    nstr = direct_spin1.cistring.num_strings(norb, nocc)
    phi = np.zeros((nstr, nstr))
    phi[0, 0] = 1.0
    vectors = [phi]
    for i in range(nocc):
        for a in range(nocc, norb):
            swap = np.zeros((norb, norb))
            swap[i, a] = swap[a, i] = 1 / np.sqrt(2)
            vectors.append(one(swap, phi))
    h = ref.C.T @ core_ao @ ref.C
    h2 = direct_spin1.absorb_h1e(h, ref.eri, norb, nelec, 0.5)
    e_ref = ref.mf.e_tot - mol.energy_nuc()
    h_cols, d_cols = [], []
    for c in vectors:
        hc = direct_spin1.contract_2e(h2, c, norb, nelec) - e_ref * c
        if ref.s:
            # the quadrupole integrals exceed the square of d in a finite basis
            hc = hc + 0.5 * fluctuation(fluctuation(c))
            hc = hc + 0.5 * one(ref.q - ref.d @ ref.d, c)
        h_cols.append(hc.ravel())
        d_cols.append(fluctuation(c).ravel())
    basis = np.array([c.ravel() for c in vectors])
    return basis @ np.array(h_cols).T, basis @ np.array(d_cols).T


plain, dressed = make_reference(False), make_reference(True)
block_error = 0.0
for ref in (plain, dressed):
    h_det, d_det = determinant_blocks(ref)
    block_error = max(block_error, abs(h_det - ref.energy).max(),
                      abs(d_det - ref.dipole).max())
assert block_error < 1e-6

# The dressed mean field is a variational minimum of the dressed energy.
dens = plain.dens
self_energy_plain = (0.5 * np.sum(dens * quad_ao)
                     - 0.25 * np.trace(dens @ dip_ao @ dens @ dip_ao))
rise = dressed.mf.e_tot - plain.mf.e_tot
assert 0 < rise <= self_energy_plain + 1e-9

# Bare excitations; the cavity is tuned to the lowest bright one.
Omega, U = np.linalg.eigh(plain.energy[1:, 1:])
trans = U.T @ plain.dipole[1:, 0]
bright = int(np.where(abs(trans) / lam > 0.1)[0][0])
omega = Omega[bright]
td = plain.mf.TDA()
td.nstates = 5
td.kernel()
assert np.min(abs(np.asarray(td.e) - omega)) < 1e-5
g_all = np.sqrt(omega / 2) * trans
g = abs(g_all[bright])
dipole_change = U[:, bright] @ plain.dipole[1:, 1:] @ U[:, bright] / lam


def cavity_matrix(ref, counter, inner, loss=gamma, nmax=1, w_coupling=None):
    """Photon-major matrix; counter and inner switch non-resonant blocks."""
    w_coupling = omega if w_coupling is None else w_coupling
    b = np.diag(np.sqrt(np.arange(1.0, nmax + 1)), 1)
    up = np.zeros((ne, ne))
    up[1:, 0] = ref.dipole[1:, 0]
    within = ref.dipole.copy()
    within[0, :] = within[:, 0] = 0
    coupling = np.kron(b, up) + np.kron(b.T, up.T)
    if counter:
        coupling = coupling + np.kron(b.T, up) + np.kron(b, up.T)
    if inner:
        coupling = coupling + np.kron(b + b.T, within)
    return (np.kron(np.eye(nmax + 1), ref.energy)
            + (omega - 0.5j * loss) * np.kron(b.T @ b, np.eye(ne))
            - np.sqrt(w_coupling / 2) * coupling)


def analyse(H):
    """Ground state and the two states richest in |reference, 1 photon>."""
    E, W = np.linalg.eig(H)
    weight = abs(W)**2
    weight /= weight.sum(axis=0)
    photons = np.repeat(np.arange(len(H) // ne), ne) @ weight
    ground = int(np.argmax(weight[0]))
    pair = np.argsort(weight[ne])[-2:]
    pair = pair[np.argsort(E[pair].real)]
    return SimpleNamespace(E0=E[ground], E=E[pair], n0=photons[ground],
                           n=photons[pair], real=weight[ne, pair],
                           vec=W[:, pair], exc=(E[pair] - E[ground]).real,
                           width=-2 * E[pair].imag)


# Displacement of the photon mode: compare with the undisplaced Hamiltonian.
nbig = 14
mean_total = dressed.mean + lam * mol.atom_charges() @ mol.atom_coords()[:, 2]
bb = np.diag(np.sqrt(np.arange(1.0, nbig + 1)), 1)
one_e = np.eye(ne)
undisplaced = (np.kron(np.eye(nbig + 1), dressed.energy
                       + mean_total * dressed.dipole
                       + 0.5 * mean_total**2 * one_e)
               + omega * np.kron(bb.T @ bb, one_e)
               - np.sqrt(omega / 2) * np.kron(
                   bb + bb.T, dressed.dipole + mean_total * one_e))
shifted = cavity_matrix(dressed, True, True, loss=0.0, nmax=nbig).real
displacement_error = abs(np.linalg.eigvalsh(undisplaced)[:5]
                         - np.linalg.eigvalsh(shifted)[:5]).max()
assert displacement_error < 1e-8

models = {
    "full": (dressed, True, True),
    "no self-energy": (plain, True, True),
    "no counter-rotating": (dressed, False, True),
    "resonant + self-energy": (dressed, False, False),
    "resonant + counter-rotating": (plain, True, False),
    "resonant only": (plain, False, False),
}
results = {name: analyse(cavity_matrix(*m)) for name, m in models.items()}
for r in results.values():
    assert np.allclose(r.width, gamma * r.n, atol=1e-10)
    assert abs(-2 * r.E0.imag - gamma * r.n0) < 1e-10
full, res = results["full"], results["resonant only"]
cr = results["resonant + counter-rotating"]
assert -2 * full.E0.imag > 1e-9

# Two-state formula and the exact secular equation of the resonant model.
root = np.sqrt(g**2 - gamma**2 / 16 + 0j)
two_state = omega - 0.25j * gamma + np.array([-root, root])
others = np.arange(nsingle) != bright
far_shift = np.sum(g_all[others]**2 / abs(Omega[others] - omega))
assert np.all(abs(two_state - res.E) < far_shift)
for guess, exact in zip(two_state, res.E):
    z = guess
    for _ in range(40):
        value = omega - 0.5j * gamma - z - np.sum(g_all**2 / (Omega - z))
        z = z - value / (-1 - np.sum(g_all**2 / (Omega - z)**2))
    assert abs(z - exact) < 1e-9

# Overdamped cavity, beyond the exceptional point gamma = 4 g.
big_loss = 8 * g
over = analyse(cavity_matrix(plain, False, False, loss=big_loss))
over_width = np.sort(over.width)
over_formula = big_loss / 2 + 2 * np.sqrt(big_loss**2 / 16 - g**2) * np.array([-1, 1])
assert np.allclose(over_width, over_formula, rtol=0.1)

# Lindblad propagation: population left in a resonant-model polariton.
keep = np.arange(ne + 1)
H0 = cavity_matrix(plain, False, False, loss=0.0)[np.ix_(keep, keep)]
unit = np.eye(ne + 1)
lower = np.zeros((ne + 1, ne + 1))
lower[0, ne] = 1.0
number = lower.T @ lower
liouville = (-1j * (np.kron(H0, unit) - np.kron(unit, H0.T))
             + gamma * (np.kron(lower, lower) - 0.5 * np.kron(number, unit)
                        - 0.5 * np.kron(unit, number)))
time = 1 / res.width[0]
propagator = expm(liouville * time)
survival = []
for k in range(2):
    psi = res.vec[keep, k] / np.linalg.norm(res.vec[keep, k])
    rho = (propagator @ np.outer(psi, psi.conj()).ravel()).reshape(ne + 1, ne + 1)
    survival.append(1 - rho[0, 0].real)
    assert abs(survival[k] - np.exp(-res.width[k] * time)) < 1e-6

# Counter-rotating block alone: polaritons stay, the ground state sinks.
assert np.allclose(cr.E, res.E, atol=1e-9)
ground_formula = -np.sum(g_all**2 / (Omega + omega))
assert abs(cr.E0.real / ground_formula - 1) < 0.01
cr2 = analyse(cavity_matrix(plain, True, False, nmax=2))
assert np.all(cr2.E.real < cr.E.real)

# A complex frequency inside the coupling root makes the loss indefinite.
H_root = cavity_matrix(plain, False, False, w_coupling=omega - 0.5j * gamma)
H_real = cavity_matrix(plain, False, False)
gain = np.linalg.eigvalsh(1j * (H_root - H_root.conj().T)).min()
safe = np.linalg.eigvalsh(1j * (H_real - H_real.conj().T)).min()
assert gain < -1e-7 and safe > -1e-12
rooted = analyse(H_root)

print(f"LiH, 6-31G, bond length {bond:.1f} bohr; singles: {nsingle}")
print(f"lambda {lam:.3f} a.u.; gamma {gamma:.4f} hartree")
print(f"bare cavity lifetime {FS / gamma:.2f} fs")
print(f"RHF energy {plain.mf.e_tot:.6f} hartree")
print(f"QED-HF minus RHF energy {rise:.6f} hartree")
print(f"self-energy at RHF orbitals {self_energy_plain:.6f} hartree")
print(f"bright CIS excitation = omega {omega:.6f} hartree")
print(f"omega converted {omega * EV:.4f} eV")
print(f"transition dipole size {abs(trans[bright]) / lam:.4f} e bohr")
print(f"excited minus ground dipole {dipole_change:.4f} e bohr")
print(f"coupling g {g:.6f} hartree; 4g {4 * g:.6f} hartree")
print(f"static displaced photons {mean_total**2 / (2 * omega):.5f}")
print(f"two-state energies {two_state[0].real:.6f} {two_state[1].real:.6f} hartree")
print(f"two-state width, each {-2 * two_state[0].imag:.6f} hartree")
print(f"far-state shift scale {far_shift:.6f} hartree")
print("Each model: lower then upper polariton")
for name, r in results.items():
    print(f"[{name}] ground shift {r.E0.real:.6f} hartree")
    print(f"  excitation {r.exc[0]:.6f} {r.exc[1]:.6f} hartree")
    print(f"  width {r.width[0]:.6f} {r.width[1]:.6f} hartree")
    print(f"  lifetime {FS / r.width[0]:.2f} {FS / r.width[1]:.2f} fs")
    print(f"  weight of |ref,1> {r.real[0]:.4f} {r.real[1]:.4f};"
          f" of |single,1> {r.n[0] - r.real[0]:.4f} {r.n[1] - r.real[1]:.4f}")
print(f"full: {full.exc[0] * EV:.4f} {full.exc[1] * EV:.4f} eV")
print(f"resonant only: {res.exc[0] * EV:.4f} {res.exc[1] * EV:.4f} eV")
print(f"full: spurious ground width {-2 * full.E0.imag:.3e} hartree")
for cap in (2, 8):
    r = analyse(cavity_matrix(dressed, True, True, nmax=cap))
    print(f"full, up to {cap} photons: {r.exc[0]:.6f} {r.exc[1]:.6f} hartree")
print(f"counter-rotating ground formula {ground_formula:.6f} hartree")
print(f"resonant + counter-rotating, 2 photons: {cr2.exc[0]:.6f} {cr2.exc[1]:.6f} hartree")
print(f"gamma = 8g: widths {over_width[0]:.6f} {over_width[1]:.6f} hartree")
print(f"two-state at 8g: {over_formula[0]:.6f} {over_formula[1]:.6f} hartree")
print(f"complex root: lifetimes {FS / rooted.width[0]:.2f} {FS / rooted.width[1]:.2f} fs")
print(f"complex root: lowest loss eigenvalue {gain:.3e} hartree")
print(f"Lindblad survival at {time * FS:.2f} fs: {survival[0]:.5f} {survival[1]:.5f}")
print(f"largest determinant-test error {block_error:.1e} a.u.")
print("finished without a failed check")
```

Printed output:

```
LiH, 6-31G, bond length 3.0 bohr; singles: 18
lambda 0.020 a.u.; gamma 0.0020 hartree
bare cavity lifetime 12.09 fs
RHF energy -7.979178 hartree
QED-HF minus RHF energy 0.000704 hartree
self-energy at RHF orbitals 0.000705 hartree
bright CIS excitation = omega 0.152748 hartree
omega converted 4.1565 eV
transition dipole size 0.8660 e bohr
excited minus ground dipole 4.8807 e bohr
coupling g 0.004787 hartree; 4g 0.019146 hartree
static displaced photons 0.00711
two-state energies 0.147988 0.157508 hartree
two-state width, each 0.001000 hartree
far-state shift scale 0.000218 hartree
Each model: lower then upper polariton
[full] ground shift -0.000177 hartree
  excitation 0.148296 0.157527 hartree
  width 0.001070 0.000986 hartree
  lifetime 22.60 24.54 fs
  weight of |ref,1> 0.5223 0.4769; of |single,1> 0.0128 0.0160
[no self-energy] ground shift -0.000180 hartree
  excitation 0.145196 0.155603 hartree
  width 0.000597 0.001460 hartree
  lifetime 40.52 16.57 fs
  weight of |ref,1> 0.2783 0.7208; of |single,1> 0.0201 0.0091
[no counter-rotating] ground shift 0.000000 hartree
  excitation 0.148117 0.157348 hartree
  width 0.001070 0.000986 hartree
  lifetime 22.61 24.53 fs
  weight of |ref,1> 0.5221 0.4770; of |single,1> 0.0128 0.0160
[resonant + self-energy] ground shift 0.000000 hartree
  excitation 0.149741 0.160492 hartree
  width 0.001480 0.000518 hartree
  lifetime 16.34 46.66 fs
  weight of |ref,1> 0.7400 0.2592; of |single,1> 0.0000 0.0000
[resonant + counter-rotating] ground shift -0.000180 hartree
  excitation 0.148059 0.157578 hartree
  width 0.001022 0.000976 hartree
  lifetime 23.67 24.78 fs
  weight of |ref,1> 0.5110 0.4882; of |single,1> 0.0000 0.0000
[resonant only] ground shift 0.000000 hartree
  excitation 0.147879 0.157399 hartree
  width 0.001022 0.000976 hartree
  lifetime 23.67 24.78 fs
  weight of |ref,1> 0.5110 0.4882; of |single,1> 0.0000 0.0000
full: 4.0353 4.2865 eV
resonant only: 4.0240 4.2830 eV
full: spurious ground width 8.232e-07 hartree
full, up to 2 photons: 0.147928 0.157384 hartree
full, up to 8 photons: 0.147924 0.157384 hartree
counter-rotating ground formula -0.000180 hartree
resonant + counter-rotating, 2 photons: 0.147874 0.157405 hartree
gamma = 8g: widths 0.002565 0.035697 hartree
two-state at 8g: 0.002565 0.035728 hartree
complex root: lifetimes 24.45 24.04 fs
complex root: lowest loss eigenvalue -1.883e-06 hartree
Lindblad survival at 23.67 fs: 0.36788 0.38473
largest determinant-test error 1.6e-09 a.u.
finished without a failed check
```
